The Ambegaokar-Baratoff Product from a Matsubara Sum

The critical current of a tunnel junction cannot be read from its layout. It is proportional to the barrier transmission, which changes strongly when the barrier thickness changes by less than the size of an atom. A designer of a superconducting interconnect who knows the area but not the transmission has no prediction for the current at which a junction in the line switches. The normal resistance contains the same unknown transmission, so the product of the two can be free of it. Its temperature dependence matters as well: for the niobium-type junction treated below, the zero-temperature product used at 4.2 K would overestimate the critical current by 8 %.

**Model and conventions**

Two identical BCS superconductors, left (L) and right (R), have isotropic gap magnitude Δ(T) and phases φ_L and φ_R, with φ = φ_L − φ_R. The elementary charge e is positive, k is Boltzmann's constant, and ξ is an energy measured from the Fermi level. The density of states per spin, N, is taken constant over energies much larger than Δ. The junction is held at zero voltage, and fluctuations of φ are neglected.

Operators c belong to the left and d to the right. With Ψ_k = (c_k↑, c†_−k↓)ᵀ, each left state pair has the matrix

h_L = ξ_k τ₃ + Δ̂_L,  Δ̂_L = Δ(cos φ_L τ₁ − sin φ_L τ₂).  (1)

The τ are Pauli matrices. The upper right element of Δ̂_L is Δ exp(iφ_L). The right side has the same form, with spinor Φ_p. Tunnelling is described by

H_T = Σ_kpσ t_kp c†_kσ d_pσ + h.c.  (2)

The barrier conserves spin and is non-magnetic, so t_−k,−p = t*_kp for the spin-down electrons. The Hermitian conjugate part for spin down is then t_kp d†_−p↓ c_−k↓ = −t_kp c_−k↓ d†_−p↓. The minus sign comes from exchanging two fermion operators, and it gives

H_T = Σ_kp t_kp Ψ_k† τ₃ Φ_p + h.c.  (3)

**The frequency sum**

The Matsubara frequencies, written as energies, are ω_n = (2n+1)πkT for all integers n. Consider, for real x > 0,

q(z) = tanh(z/2kT)/(x² − z²).  (4)

At z = iω_n the function cosh(z/2kT) vanishes with slope sinh(z/2kT)/(2kT). The residue of the tanh there is therefore 2kT, and that of q is 2kT/(ω_n² + x²). At z = x and at z = −x the residue of q is −tanh(x/2kT)/(2x); the two are equal because tanh is odd. On circles of radius 2πkTM, with M an integer, tanh stays bounded, since these circles pass midway between its poles. There q falls as 1/M² while the circumference grows as M, so the contour integral vanishes as M → ∞. The residues thus add to zero:

kT Σ_n 1/(ω_n² + x²) = tanh(x/2kT)/(2x).  (5)

The Fermi function f(x) obeys f(x) − 1/2 = −(1/2)tanh(x/2kT). Adding the terms of ω_n and −ω_n in pairs, (5) also gives

f(x) − 1/2 = kT Σ_n 1/(iω_n − x).  (6)

**Second-order free energy**

Let h₀ be the matrix of the separate electrodes and V the tunnelling matrix from (3), multiplied by a strength s that runs from 0 to 1. The derivative of the free energy is the mean of the perturbation,

dF/ds = Tr[V f(h₀ + sV)] = kT Σ_n Tr[V (iω_n − h₀ − sV)⁻¹].  (7)

Replacing f by f − 1/2 is allowed because V connects different electrodes and has zero trace. With G = (iω_n − h₀)⁻¹, the inverse in (7) is G + sGVG + …. The term Tr(VG) vanishes, since G does not connect the electrodes. Integrating the next term over s gives a factor 1/2:

F₂ = (kT/2) Σ_n Tr[VGVG].  (8)

The trace contains the path left-right-left and the path right-left-right. They are equal by cyclic permutation and cancel the 1/2:

F₂ = kT Σ_n Σ_kp |t_kp|² tr[τ₃ G_R τ₃ G_L].  (9)

Because τ₃ anticommutes with Δ̂, h_L² = ξ_k² + Δ². Hence (iω_n − h_L)(iω_n + h_L) = −(ω_n² + ξ_k² + Δ²), and

G_L = −(iω_n + ξ_k τ₃ + Δ̂_L)/(ω_n² + ξ_k² + Δ²).  (10)

In (9) the two minus signs of the Green functions cancel, while τ₃Δ̂_Rτ₃ = −Δ̂_R. The trace of the numerators is

tr[(iω_n + ξ_p τ₃ − Δ̂_R)(iω_n + ξ_k τ₃ + Δ̂_L)] = 2(ξ_kξ_p − ω_n²) − 2Δ² cos φ.  (11)

The last term uses tr(Δ̂_RΔ̂_L) = Δ²[exp(iφ_R − iφ_L) + c.c.].

The overall sign can be checked on two normal levels at T = 0, one empty at energy a and one filled at −b. With kTΣ_n → ∫dω/2π, equation (9) becomes

F₂ = −2|t|² ∫(dω/2π) (ω² + ab)/[(ω² + a²)(ω² + b²)] = −2|t|²/(a + b).  (12)

The ω² part and the ab part of the integral each give 1/[2(a + b)]. The result is the usual second-order lowering, |t|²/(a + b) for each of two spins.

The phase-dependent part of F₂ is −E_J cos φ. Let |t|² be the mean square tunnelling element near the Fermi level. The sums over k and p become N∫dξ each, and

∫dξ/(ξ² + ω_n² + Δ²) = π/√(ω_n² + Δ²),  (13)

with the integral over all ξ. Therefore

E_J = 2π²|t|²N² kT Σ_n Δ²/(ω_n² + Δ²) = π²|t|²N² Δ tanh(Δ/2kT),  (14)

where the last step is (5) with x = Δ. The energy is lowest at φ = 0, because the barrier preserves time reversal; a magnetic barrier would need another calculation.

**From energy to current**

Write c = exp(iφ_L/2)c̃ and d = exp(iφ_R/2)d̃. This removes the phases from the pairing terms and moves them into the barrier:

H_T = X + X†,  X = exp(−iφ/2) Σ_kpσ t_kp c̃†_kσ d̃_pσ.  (15)

Hence ∂H_T/∂φ = −(i/2)(X − X†). The operator X adds one electron to the left, so [X, N_L] = −X, where N_L here is the electron number on the left. The rate of change of N_L by tunnelling is

(i/ħ)[H_T, N_L] = −(i/ħ)(X − X†) = (2/ħ) ∂H_T/∂φ.  (16)

The pairing terms also fail to commute with N_L, but they describe exchange with the condensate of the same electrode and carry no charge through the barrier. Electrons have charge −e, so their flow to the left is a conventional current from left to right. Since ⟨∂H/∂φ⟩ = ∂F/∂φ in equilibrium,

I = (2e/ħ) ∂F/∂φ = I_c sin φ,  I_c = 2eE_J/ħ.  (17)

The factor 2 in 2e enters through the half phase carried by each electron operator.

**Eliminating the barrier**

In the normal state a voltage V_b shifts the two Fermi functions by eV_b. The golden rule gives, for each spin, the net rate (2π/ħ)|t|²N²∫dE[f(E − eV_b) − f(E)], and the integral equals eV_b. With two spins and charge e per transfer,

1/R_n = 4πe²|t|²N²/ħ.  (18)

As a test, the exact time evolution of two weakly coupled sets of levels with unequal filling gave a conductance of 12.5641 |t|²N² in units with ħ = e = 1, at two different biases. The golden-rule factor is 4π = 12.5664.

Inserting |t|²N² = ħ/(4πe²R_n) in (14) gives E_J = [πħΔ/(4e²R_n)] tanh(Δ/2kT). Equation (17) then yields

I_c R_n = (πΔ/2e) tanh(Δ/2kT).  (19)

This is the leading order in the barrier transmission. It was tested against the full diagonalization of two coupled superconductors, which uses neither the perturbation series nor a frequency sum, combined with the numerical conductance above. For kT/Δ = 0.1, 0.3 and 1.0 the diagonalization gave eI_cR_n/Δ = 1.5706, 1.4625 and 0.7257; equation (19) gives 1.5707, 1.4626 and 0.7259.

If the gaps differ, equations (9) to (13) apply with one gap on each side. The densities of states still cancel, and

I_c R_n = (π/e) kT Σ_n Δ_LΔ_R/√[(ω_n² + Δ_L²)(ω_n² + Δ_R²)].  (20)

**The gap and the two temperature limits**

Equation (19) needs Δ at the temperature of use. The weak-coupling BCS gap equation, taken here as given, states that ∫₀^W dξ tanh(E/2kT)/E has the same value at every T below T_c, with E = √(ξ² + Δ²) and a cutoff W much larger than kT_c. At T_c the gap is zero and E = ξ. Equating the two temperatures and letting W grow gives

∫₀^∞ dξ [tanh(ξ/2kT_c)/ξ − tanh(E/2kT)/E] = 0.  (21)

Add and subtract tanh(ξ/2kT)/ξ. The integral of tanh(ξ/2kT_c)/ξ − tanh(ξ/2kT)/ξ is ln(T/T_c): after rescaling ξ the two terms differ only in their upper limits, where tanh = 1. In the remainder, (5) replaces each tanh and (13), taken over half the range, does the ξ integral:

ln(T/T_c) = 2πkT Σ_n≥0 [1/√(ω_n² + Δ²) − 1/ω_n].  (22)

At low temperature the solution is Δ(0) = 1.764 kT_c, the tanh in (19) tends to 1, and the product tends to πΔ(0)/2e.

Near T_c the gap is small and the bracket in (22) is −Δ²/(2ω_n³). With Σ_n≥0 (2n+1)⁻³ = 7ζ(3)/8, the right side is −7ζ(3)Δ²/(8π²k²T²), while the left side is −(T_c − T)/T_c. To leading order,

Δ² = 8π²k²T_c(T_c − T)/[7ζ(3)].  (23)

In (19) the tanh becomes Δ/2kT_c, so the product is πΔ²/(4ekT_c), or

I_c R_n = 2π³k(T_c − T)/[7ζ(3)e].  (24)

The slope is 635 µV/K and does not depend on T_c. The gap vanishes as a square root, but the critical current vanishes linearly, because the tanh supplies a second factor of Δ.

**A niobium-type junction at 4.2 K**

Take rough parameters of a junction that drives or repeats pulses on a niobium interconnect: T_c = 9.2 K, area 1 µm² and specific normal resistance 20 Ω µm², so that R_n = 20 Ω. At 4.2 K, kT = 0.3619 meV and the gap equation gives Δ = 1.3585 meV. Then

Δ/2kT = 1.3585/(2 × 0.3619) = 1.877,  tanh(1.877) = 0.954,

I_c R_n = (π/2) × 1.3585 × 0.954 mV = 2.04 mV,

I_c = 2.04 mV/20 Ω = 102 µA.

The current density is 10.2 kA/cm². At T = 0 the product is 2.20 mV. Of the 7 % loss at 4.2 K, the gap accounts for 3 % and the tanh for a little under 5 %.

The sum behind this number converges slowly. The frequencies ±πkT alone give 1.337 mV, about two thirds of the total. Ten positive frequencies and their negatives give 1.955 mV, and a hundred give 2.028 mV. The terms fall as 1/n², so replacing the tail by an integral gives a missing part of about Δ²/(2πekTM) after M positive frequencies. This is 0.81 mV/M here, or 0.08 mV for M = 10 and 0.008 mV for M = 100, in agreement with the partial sums.

At 8.0 K the product is 0.701 mV, while (24) gives 0.762 mV, 9 % too much. At 9.0 K the two are 0.125 and 0.127 mV. The linear law thus serves near T_c but not at the operating temperature.

The frequency 2eI_cR_n/h is 0.98 THz. The corresponding energy is πΔ tanh(Δ/2kT) = 3.0Δ, which exceeds the pair-breaking energy 2Δ. Radiation of this frequency can therefore break pairs in the electrodes, although the voltage 2.04 mV is still below the gap voltage 2Δ/e = 2.72 mV at which pairs break by tunnelling. The amplitude of the pair current also depends on voltage: at T = 0 and eV = 1.5Δ it is 22 % above its zero-voltage value. The number is a scale for speed, not a frequency at which the zero-voltage result (19) may be used.

**What the model leaves out**

Niobium is not a weak-coupling superconductor. A frequency-dependent gap Δ_n changes the frequency sum in (14) only by replacing Δ with Δ_n, because the mass renormalization Z_n cancels in the ξ integral. The sum must then be evaluated numerically, since the closed tanh form holds only for a constant Δ. An estimate follows from the Eliashberg equations with a single phonon energy Ω:

Z_nΔ_n = πkT Σ_m [λ_nm − μ*c_m] Δ_m/√(ω_m² + Δ_m²),  (25)

Z_n = 1 + (πkT/ω_n) Σ_m λ_nm ω_m/√(ω_m² + Δ_m²).  (26)

Here λ_nm = λΩ²/[Ω² + (ω_n − ω_m)²], and c_m = exp[−(ω_m/5Ω)²] cuts off the Coulomb repulsion μ*. With rough values λ = 1 and μ* = 0.13, T_c = 9.2 K requires Ω ≈ 11.3 meV (frequency sums cut at 15Ω give 11.2 meV; the products below do not change in the digits shown). The product at 4.2 K is then 1.99 mV, a factor 0.976 times the BCS value. At the same T/T_c, a weaker coupling λ = 0.4 with μ* = 0 gives a factor 0.970, slightly further from BCS. Since μ* differs as well, these two cases do not establish a trend with λ. With λ = 1 and μ* = 0 the factor is 1.02, so even the sign depends on the parameters. These few per cent are measured against (19) with the weak-coupling gap computed from T_c. The solution with λ = 1 and μ* = 0.13 has a larger gap edge on the real energy axis, about 1.52 meV at 4.2 K. Inserted in (19) it gives 2.31 mV, so the product is only 0.86 of that value. The small net correction is a cancellation between a larger gap and a smaller product per unit gap; with a measured gap in (19) the error in this one-phonon model is about 15 %.

Real niobium junctions commonly have an aluminium oxide barrier grown on a thin aluminium layer. The electrodes are then not identical, as (19) assumes. If one gap is 10 % smaller, with the other gap and R_n held fixed, (20) gives 1.91 mV, 6 % below the ideal value. The 10 % is an assumed size, and a proximity layer also alters the density of states, which a smaller gap alone does not describe. Measured products for such junctions are roughly 1.7 mV, so (19) overestimates them by something like a fifth. The current density of 10 kA/cm² lies in the range used for fast digital circuits.

Other corrections are small for these parameters, apart from early switching in a slow current sweep:

- With a rough Fermi wave number k_F = 12 nm⁻¹, the area A carries k_F²A/4π = 1.15 × 10⁷ channels. Dividing 1/R_n by 2e²/h per channel gives a mean transmission of 5.6 × 10⁻⁵. A uniform barrier transmits mainly near normal incidence, where the transmission is well above this mean, but for ordinary barrier heights the next order still changes the current by only about 10⁻⁴ of its value. A low mean does not exclude a few highly transparent defects, for which (19) fails.
- The Josephson energy is 209 meV, so kT/E_J = 1.7 × 10⁻³. With a rough capacitance C = 60 fF, the charging energy e²/2C is 6.4 × 10⁻⁶ E_J. Phase fluctuations are weak at small bias, but a junction biased close to I_c has a much lower barrier against switching and can switch early. An estimate of thermal escape with the plasma frequency as attempt rate puts the median switching current about 5 % below I_c for a ramp lasting 1 ms, 3 % below for 1 µs and 0.3 % below for 1 ns.
- For a London depth λ_L of roughly 90 nm and current density j_c, the Josephson depth √[ħ/(4eμ₀j_cλ_L)] is 3.8 µm. The junction width is 0.26 of this, so the self-field disturbs the uniform current little. A junction several Josephson depths long carries less than j_c times its area if the current is fed in at its ends; with a uniform feed along its length this loss need not occur.

Equation (19) allows I_c to be estimated from a resistance measurement when the barrier is a uniform, non-magnetic tunnel barrier and R_n is its own normal resistance. The gap must also be known (for a strong-coupling metal the measured gap edge in (19) gives too large a product, as shown above), the junction must be small compared with the Josephson depth, and no applied or trapped magnetic flux may thread it. For niobium junctions with an aluminium oxide barrier, the rough measured value quoted above suggests that the estimate is still too high by about a fifth; this excess can differ between fabrication processes. A resistor placed in parallel to damp the junction, or a leakage path that carries no supercurrent, lowers the measured resistance without adding pair current. Inserting that lower value in (19) would overestimate I_c.

Values computed for the example and the checks

```
MODEL TESTS (hbar = e = 1)
conductance/(t^2 N^2), bias 20 and 40 spacings: 12.5641, 12.5641
golden-rule value 4 pi: 12.5664
kT/gap = 0.1: Ic*Rn/gap from diagonalization 1.5706, formula 1.5707
kT/gap = 0.3: Ic*Rn/gap from diagonalization 1.4625, formula 1.4626
kT/gap = 1.0: Ic*Rn/gap from diagonalization 0.7257, formula 0.7259
gap(0)/(k Tc): 1.7639
EXAMPLE
Tc: 9.2 K, T: 4.2 K, T/Tc: 0.4565
area: 1.0 um^2, specific resistance: 20.0 ohm um^2
Rn: 20.0 ohm
kT: 0.3619 meV
gap at T = 0: 1.3984 meV
gap at T: 1.3585 meV
tanh(gap/2kT): 0.9542
Ic*Rn at T = 0: 2.1966 mV
Ic*Rn at T: 2.0362 mV
Ic: 101.81 uA
critical current density: 10.18 kA/cm^2
Josephson energy: 209.13 meV
characteristic frequency 2e Ic Rn/h: 0.9847 THz
frequency sum, 1 positive frequencies: 1.3373 mV
frequency sum, 10 positive frequencies: 1.9552 mV
frequency sum, 100 positive frequencies: 2.0281 mV
frequency sum, 1000 positive frequencies: 2.0354 mV
T = 2.0 K: gap 1.3980 meV, Ic*Rn 2.1947 mV
T = 6.0 K: gap 1.2170 meV, Ic*Rn 1.5798 mV
T = 8.0 K: gap 0.8293 meV, Ic*Rn 0.7009 mV
T = 9.0 K: gap 0.3549 meV, Ic*Rn 0.1254 mV
slope of Ic*Rn near Tc: 635.1 uV/K
NEGLECTED EFFECTS
weak-coupling check, lambda 0.4: Eliashberg/BCS product 0.9696
strong coupling: lambda 1.00, mu* 0.13, phonon energy 11.21 meV
strong-coupling Ic*Rn: 1.9867 mV, ratio to BCS 0.9757
one gap 10 percent smaller: Ic*Rn 1.9106 mV, ratio 0.9383
Fermi wave number: 12.0 1/nm, channels: 1.15e+07
mean barrier transmission: 5.63e-05
kT/EJ: 1.73e-03
capacitance: 60.0 fF, charging energy/EJ: 6.38e-06
London depth: 90 nm, Josephson depth: 3.78 um
junction width/Josephson depth: 0.265
```
